# The Lomer formula for vacancies in a dilute fcc alloy

## Result and conventions

In an fcc crystal with solute fraction $c$, held at temperature $T$ and fixed pressure, the equilibrium fraction of vacant lattice sites is, to first order in $c$,

$$c_v = e^{-g_f/kT}\left[\,1-12c+12c\,e^{g_b/kT}\right]. \tag{1}$$

Equation (1) is called Lomer's formula below. The term $1-12c$ counts vacancies with no solute neighbour, and the last term counts vacancies bound to one solute.

Here $g_f=h_f-Ts_f$ is the free energy of forming a vacancy in the pure host, without the entropy of choosing its site. The vacancy is made by moving an atom from the interior to a new site at the surface, so atoms are conserved and the number of sites grows by one. The binding free energy $g_b$ is released when a solute moves from a distant site to one next to the vacancy; $g_b>0$ means attraction. We write $g_b=E_b+Ts_b$, where $s_b$ is the entropy gained on binding. If $s_b$ is neglected, $g_b$ is the binding energy $E_b$. Two abbreviations are used throughout:

$$w=e^{-g_f/kT},\qquad E=e^{g_b/kT}. \tag{2}$$

The model assumes that solutes sit on lattice sites, are mobile enough to equilibrate, and interact only with vacancies on nearest-neighbour sites. Vacancies are much rarer than solutes. The host is a metal, and $g_f$ is taken as a single number with no charge-state or Fermi-level variable.

## The pure host

Let $N$ atoms and $n$ vacancies share $N+n$ sites. The vacancies can be placed in $(N+n)!/(N!\,n!)$ ways, so the free energy relative to the perfect crystal is

$$\Delta G(n)=n g_f-kT\ln\frac{(N+n)!}{N!\,n!}. \tag{3}$$

By Stirling's formula, $d\ln m!/dm\simeq\ln m$ for large $m$. At fixed $N$ the minimum therefore satisfies

$$0=g_f-kT\left[\ln(N+n)-\ln n\right]
\quad\Longrightarrow\quad \frac{n}{N+n}=w. \tag{4}$$

Thus $w$ is the vacancy fraction per site in the pure host.

## One vacancy in the alloy

Now let $N_B=cN$ of the $N$ atoms be solutes. Without a vacancy there are $N$ sites, and all solute arrangements have the same energy. Taking that energy as zero, the configurational partition function is

$$Z_0=\binom{N}{N_B}. \tag{5}$$

With one vacancy there are $N+1$ sites. The vacancy may occupy any of them, and the same $N$ atoms fill the other $N$. If $j$ of its twelve neighbours are solutes, the arrangement has weight $wE^j$. Hence

$$Z_1=(N+1)\,w\binom{N}{N_B}\langle E^j\rangle,
\qquad \frac{Z_1}{Z_0}=(N+1)\,wR,\qquad R=\langle E^j\rangle. \tag{6}$$

The average runs over all placements of the solutes on the $N$ occupied sites, with equal weight. Surface sites are a negligible fraction for large $N$.

In a large crystal each of the twelve neighbours is a solute with probability $c$, independently of the others. The binomial theorem then gives

$$R=\sum_{j=0}^{12}\binom{12}{j}(1-c)^{12-j}(cE)^j=(1-c+cE)^{12}. \tag{7}$$

With $x=c(E-1)$ this becomes

$$R=(1+x)^{12}=1+12x+66x^2+\dots \tag{8}$$

Keeping the first two terms gives $R\simeq1-12c+12cE$, the bracket in (1).

## Many vacancies

A crystal with $n$ vacancies gains one more in about $N$ positions, each with average weight $wR$. Vacancies are indistinguishable, so each final arrangement is reached in $n+1$ ways, according to which vacancy is called the last. Therefore

$$\frac{Z_{n+1}}{Z_n}\simeq\frac{N wR}{n+1}. \tag{9}$$

The most probable $n$ is where this ratio passes through one, so $n\simeq NwR$. Since $n\ll N$, the fraction per site is

$$c_v=\frac{n}{N+n}\simeq wR. \tag{10}$$

Inserting the first-order $R$ proves (1).

Equation (9) treats the existing vacancies as no obstacle to the new one. This needs few sites next to a vacancy, $12c_v\ll1$, and few solutes already bound, $12wE\ll1$. It also needs vacancies not to cluster around shared solutes. A solute next to two vacancies carries $E^2$, and neighbouring vacancies share four neighbours, so such a pair gains roughly $(1+cE^2)^4$ and $12c_v(1+cE^2)^4\ll1$ is required as well. For $h_f=0.70$ eV, $s_f=1k$, $g_b=0.3$ eV, $c=2\times10^{-5}$ and 500 K, the first two numbers are below $0.003$ or close to it, yet $cE^2\simeq22$ and the pair correction is of order one. With strictly additive bonds, an ordered phase of three solutes per vacancy also becomes favourable once $wc^3E^{12}>1$; the dilute state described by (9) is then at best metastable within the model.

## Bound vacancies and apparent formation enthalpy

The terms of (7) separate the vacancies by their surroundings. To first order in $c$, the term $j=0$ is $1-12c$ and the term $j=1$ is $12cE$. The fraction of vacancies that are bound is

$$p_b=\frac{12cE}{1-12c+12cE}. \tag{11}$$

When $g_b=0$, $E=1$ and the two solute terms in (1) cancel: an inert solute leaves $c_v=w$. For strong repulsion $E\to0$ and $c_v\to w(1-12c)$, because the sites around each solute are closed to vacancies. Repulsion can thus lower $c_v$ by at most the fraction $12c$ at this order, whereas attraction enters through an exponential.

Binding also changes the slope of an Arrhenius plot. Let $\beta=1/kT$, and take $h_f,s_f,E_b,s_b$ and $c$ as independent of temperature. Then

$$\ln c_v=\frac{s_f}{k}-\beta h_f+\ln\!\left(1-12c+12c\,e^{\beta E_b+s_b/k}\right). \tag{12}$$

Differentiation gives the apparent formation enthalpy

$$h_{\rm app}=-\frac{d\ln c_v}{d\beta}
=h_f-E_b\,\frac{12cE}{1-12c+12cE}=h_f-p_bE_b. \tag{13}$$

At first order in $c$, the binding energy is subtracted in proportion to the fraction of vacancies that benefit from it. Beyond that order, a vacancy with several solute neighbours counts once for each of them.

## Why the coefficient is 12 and not 13

A different count starts from a lattice with a fixed number of sites. A vacancy replaces a host atom, so the solute sites, a fraction $c$, are excluded along with their $12c$ neighbours. This suggests a free fraction $1-13c$ and a factor $1-13c+12cE$.

The count omits what happens to the host atom that was removed. It occupies a new site, and the solutes can be distributed over the enlarged lattice. The number of arrangements grows by

$$\frac{\binom{N+1}{N_B}}{\binom{N}{N_B}}=\frac{N+1}{N+1-N_B}\simeq\frac1{1-c}=1+c+\dots \tag{14}$$

Multiplying the two factors and keeping first order in $c$,

$$(1-13c+12cE)(1+c)\simeq1-12c+12cE. \tag{15}$$

The coefficient 12 therefore belongs to a crystal with conserved atoms and a free number of sites, with $g_f$ referred to the pure host.

A numerical test can include this freedom directly. Write the fcc neighbour vectors in units of half the cubic lattice constant, as $(\pm1,\pm1,0)$ and permutations. Their scalar products with $(9/2,3/2,-1/2)$ are the twelve integers $\pm1,\dots,\pm6$. The lattice can thus be folded onto a chain in which each site interacts with six sites on either side and keeps twelve distinct neighbours. A transfer matrix acting on the states of six successive sites then sums over host atoms, solutes and vacancies. Dividing the site weights by its largest eigenvalue makes the partition function per site equal to one, so adding a site costs no free energy.

For $E=4.2655$, $c=10^{-5}$ and very rare vacancies, this calculation gives $(c_v/w-1)/c=39.193$. The Lomer coefficient is $12(E-1)=39.186$, while the other count would give $12E-13=38.186$. The residue of 0.007 is the next term of (8), $66c(E-1)^2$.

## Where the linear formula fails

Small $c$ is not sufficient for (1). The first omitted term, relative to the retained factor, is

$$\frac{66x^2}{1+12x}. \tag{16}$$

The linear formula gives a vacancy with $j$ solute neighbours the weight $1+j(E-1)$. For $j=2$ the true weight $E^2$ exceeds this by $(E-1)^2$, and such vacancies occur with probability $66c^2$, which gives $66x^2$. When $E_b>0$ and $E>1$, the ratio (16) grows on cooling because $E$ grows. Consider very small $c$ with binding strong enough that (11) gives $p_b=1/2$. Then $12cE\simeq1$ and $x\simeq1/12$. The retained factor is 2, while the omitted term is already $66/144=11/24$. The linear formula is thus quantitative only while bound vacancies are a small minority: at very small $c$ it lies about 2% below (7) when $p_b=0.2$, but 13% below when $p_b=0.4$.

Equation (7) removes this truncation but still assumes that solutes ignore one another. That becomes doubtful when several of them gather around one vacancy.

## Interactions left out

**Divacancies.** Let two neighbouring vacancies have an extra Boltzmann factor $F$. In the pure host, a new vacancy finds each of its twelve neighbours vacant with probability close to $w$. The argument that gave (8) now gives

$$\frac{c_v}{w}-1\simeq12w(F-1). \tag{17}$$

**Second neighbours.** There are six second-neighbour sites. If a solute there has Boltzmann factor $E_2$, the first-order addition to $R$ is $6c(E_2-1)$.

**Solute pairs.** Let each pair of neighbouring solutes have Boltzmann factor $G=1+f$, and let $b$ be the number of such pairs. Since $G^b=1+fb+\dots$, the part of $R$ linear in $f$ is

$$\delta R=f\left[\langle E^j b\rangle_1-\langle E^j\rangle_1\langle b\rangle_0\right], \tag{18}$$

where the subscripts denote averages with one vacancy and with none. Terms in $f^2$ need two distinct pairs, hence at least three solutes, and do not contribute at order $c^2$.

The perfect crystal has $6N$ neighbour bonds, so $\langle b\rangle_0\simeq6Nc^2$. With one vacancy, $6(N+1)-12=6N-6$ bonds join occupied sites. Of these, $m=24$ lie within the shell of twelve neighbours. Each shell site has eleven neighbours other than the vacancy, so $12\times11-2m=84$ bonds have one end in the shell. The remaining $6N-114$ lie outside it.

Solutes on both ends of an outside bond are not available to the shell. The solute fraction elsewhere falls by about $2/N$, which lowers $\langle E^j\rangle_1$ by $24(E-1)/N$. This small change must be kept because there are about $6N$ such bonds. To order $c^2$,

$$\delta R=fc^2\left[24E^2+84E-114-144(E-1)\right]. \tag{19}$$

The terms proportional to $N$ have cancelled. Collecting powers of $E-1$,

$$\delta R=(G-1)c^2\left[24(E-1)^2-12(E-1)-6\right]. \tag{20}$$

For another lattice with twelve neighbours, the same count replaces 24 by its own $m$. The folded chain has $m=45$. At $c=10^{-4}$, with $E=4.2655$ and a solute attraction of 0.05 eV at 800 K, its transfer matrix gives $\delta R=4.67\times10^{-6}$, against $4.63\times10^{-6}$ from the formula.

## Worked example

Take $T=800$ K, $h_f=0.70$ eV, $s_f=1k$, $E_b=0.10$ eV, $s_b=0$ and $c=0.005$. These are rough model inputs in the regime of aluminium containing about half an atomic percent of silicon. With $kT=0.06894$ eV,

$$w=e^{1}e^{-0.70/0.06894}=1.058\times10^{-4},
\qquad E=e^{0.10/0.06894}=4.266. \tag{21}$$

The free and bound terms are $1-12c=0.940$ and $12cE=0.256$, so

$$c_v=1.058\times10^{-4}\times1.196=1.27\times10^{-4}, \tag{22}$$

or about 127 vacancies per million sites. Solute raises the vacancy fraction by 20% relative to the pure host. The bound share is $p_b=0.256/1.196=0.214$, and (13) gives $h_{\rm app}=0.70-0.214\times0.10\simeq0.679$ eV. Differentiating with the full factor (7) gives 0.675 eV.

The expansion parameter is $x=0.0163$. The independent-solute factor (7) is 1.2145, and the linear factor lies 1.5% below it. The transfer matrix, solved at this $c$ and $w$ with a finite density of vacancies, gives $c_v=1.285\times10^{-4}$, which is 1.55% above the Lomer value. Nearly all of that difference is therefore multiple-solute binding. Crowding of vacancies matters little here, as expected from $12wE\simeq0.005$ and $cE^2\simeq0.09$.

A direct count on a periodic fcc cell tests the geometry. The cell has one vacancy, 2047 atoms and two solutes, with the same $E$. Summing over all solute placements gives $R=1.03862$, against 1.03829 from the linear formula. The bound share is 4.84%, against 4.82% from (11). The small differences come from placements with both solutes next to the vacancy.

The interactions left out can be sized with assumed energies:

- A divacancy binding of 0.10 eV raises $c_v$ in the pure host by 0.42%; this is the transfer-matrix value, and formula (17) gives 0.415%.
- A solute-solute attraction of 0.05 eV raises the alloy value by 0.5% at the order $c^2$ of (20); higher orders in $c$ bring this to about 0.6%.
- A second-neighbour binding of 0.02 eV raises it by 0.8% if only first-order terms in $c$ are kept. With independent solutes in both shells, (7) is multiplied by $(1+c(E_2-1))^6$, a rise of 1.0%.

Uncertainty in the inputs is more important. With everything else fixed, changing $E_b$ to 0.07 or 0.13 eV changes the Lomer factor from 1.196 to 1.106 or 1.335. A binding entropy of $+0.5k$ gives 1.362. An error of 0.03 eV in $h_f$ changes $w$ itself by a factor $e^{0.03/0.06894}\simeq1.5$.

## The real alloy and cooling

For aluminium, a vacancy formation enthalpy near 0.7 eV is a reasonable rough value. The silicon-vacancy binding energy is less certain, and 0.10 eV should be read as a fairly strong choice; the result for 0.07 eV shows the effect of a weaker one. Half an atomic percent of silicon can be dissolved near 800 K, so equilibrium with a single solid solution is a sensible description there. On slow cooling silicon precipitates, $c$ falls, and the enhancement must be evaluated with the silicon still dissolved. On rapid cooling vacancies may be unable to reach surfaces, grain boundaries or dislocations, and their total number then departs from (1).

If $c=0.005$ is nevertheless held in solution, the linear factor falls 10% below the independent-solute factor at 494 K. At 400 K the two are 2.03 and 2.69; at 300 K they are 3.8 and 12.5. The last pair marks the breakdown of the expansion. It is not a prediction for the alloy, since neither fixed solubility nor independent solutes can be assumed there. The numerical output lists the intermediate temperatures.

## Table of computed values

```
temperature T = 800 K; kT = 0.06894 eV
formation enthalpy = 0.70 eV; formation entropy = 1.0 k
binding energy = 0.10 eV; solute fraction c = 0.0050
binding Boltzmann factor E = 4.2655; x = c(E-1) = 0.01633
pure-host vacancy fraction w = 1.0580e-04 per site
Lomer free part 1-12c = 0.9400; bound part 12cE = 0.2559
Lomer factor = 1.1959
alloy vacancy fraction = 1.2653e-04 per site = 126.5 ppm
bound share of vacancies = 21.40 %
free share of vacancies = 78.60 %
fcc cell: atoms = 2047, solutes = 2, c = 9.7704e-04
fcc cell factor: sum = 1.038623, Lomer = 1.038287
fcc cell bound share: sum = 0.04844, formula = 0.04817
linear coefficient: transfer matrix = 39.1933
  12(E-1) = 39.1863; rejected 12E-13 = 38.1863
independent-solute factor (1+x)^12 = 1.2145
second-order term 66x^2 = 0.01760
linear formula below independent result by 1.53 %
full folded-lattice vacancy fraction = 1.2850e-04 per site
full result relative to Lomer = +1.55 %
Lomer factor if binding is 0.07 eV = 1.1056
Lomer factor if binding is 0.13 eV = 1.3355
Lomer factor if binding entropy is +0.5 k = 1.3620
assumed divacancy binding = 0.10 eV
divacancy effect, pure host: formula = 0.415 %
divacancy effect, transfer matrix = 0.419 %
assumed solute-solute attraction = 0.05 eV
neighbour pairs in shell: fcc = 24, folded = 45
solute-pair test at c = 1e-4: matrix = 4.677e-06, formula = 4.642e-06
solute-pair effect on alloy c_v = +0.47 %
assumed second-neighbour binding = 0.02 eV; sites = 6
second-neighbour effect on c_v = +0.84 %
cooling at fixed dissolved c (factors are dimensionless):
  T = 800 K: E = 4.266, Lomer = 1.1959, independent = 1.2145
  T = 600 K: E = 6.918, Lomer = 1.3551, independent = 1.4189
  T = 500 K: E = 10.185, Lomer = 1.5511, independent = 1.7140
  T = 400 K: E = 18.195, Lomer = 2.0317, independent = 2.6905
  T = 300 K: E = 47.855, Lomer = 3.8113, independent = 12.5009
linear formula is 10 % low at T = 494.0 K
```
